\section*{The Rényi parking coverage from gap kinetics and from interval splitting}

\section{First derivation: the kinetics of gaps}

Equal rods that arrive at random positions on a line, stick where they land, and are rejected when they would overlap an earlier rod do not fill the line. They stop at the covered fraction
\begin{equation}
\theta_\infty=\int_0^\infty \exp\left[-2\int_0^t\frac{1-e^{-u}}{u}\,du\right]dt
=0.7476 ,
\label{result}
\end{equation}
the Rényi parking coverage. About a quarter of the line stays bare because it is divided into gaps that are each shorter than a rod.

\subsection{Model and units}

In atomic layer deposition a molecule bound to the surface can block its neighbourhood by its size alone. A dose then ends with bare surface that no further molecule can reach. This is steric saturation. The model treated here is its one-dimensional form: a row of binding positions so dense that it may be taken as a continuous line, with each adsorbed molecule covering a length $\sigma$ of it. The assumptions are these.

The line is infinite and initially empty. Attempts occur independently and uniformly, with $k$ attempts per unit length and unit time. An attempt succeeds if the new rod overlaps no rod already present; otherwise the molecule leaves. Adsorbed rods neither move nor desorb. If an unblocked molecule sticks only with a fixed probability, that probability is included in $k$.

Hartree atomic units are unnatural for this problem. Lengths are measured in units of $\sigma$, and physical time $\tau$ is replaced by
\begin{equation}
t=k\sigma\tau .
\label{time}
\end{equation}
During $dt$ the physical time advances by $dt/(k\sigma)$, so a stretch of length $\sigma$ receives $k\sigma\,dt/(k\sigma)=dt$ attempts. In the new units there is thus one attempt per unit length and unit time. A rod is located by its left end, and an attempt means the arrival of a left end.

\subsection{The gap equation}

Let $G(x,t)\,dx$ be the mean number of gaps, per unit length of line, whose length lies between $x$ and $x+dx$. A gap is the bare stretch between two neighbouring rods.

A gap of length $x>1$ accepts a rod whose left end lies at a distance $u$ from the left edge of the gap, with $0\le u\le x-1$. Such arrivals have total rate $x-1$, and each of them destroys the gap. It leaves two shorter gaps, of lengths $u$ and $x-1-u$.

Conversely, a gap of length $x$ can be made from a gap of length $y\ge x+1$. The left fragment has length $x$ when $u=x$, and the right fragment has length $x$ when $u=y-1-x$. Each choice has unit rate per unit of $x$, which gives a factor of two. Therefore
\begin{align}
\frac{\partial G}{\partial t}&=-(x-1)G(x,t)+2\int_{x+1}^{\infty}G(y,t)\,dy,
&&x>1,\label{gaplarge}\\
\frac{\partial G}{\partial t}&=2\int_{x+1}^{\infty}G(y,t)\,dy,
&&x<1.\label{gapsmall}
\end{align}
No information about neighbouring gaps enters, because a rod inside one gap is blocked only by the two rods that bound it. The equations are therefore closed without a mean-field assumption. On a surface this description fails: the bare area around discs that do not touch stays connected, so it does not break up into separate gaps, each described by a single length.

\subsection{The empty initial line}

At $t=0$ there are no gaps of finite length, so $G=0$ for every finite $x$, yet the line is entirely free. The initial condition is better stated through $E(x,t)$, the probability that a given segment of length $x$ is completely bare. It obeys $E(x,0)=1$.

A useful bound follows directly. Suppose that a segment of length $x\ge1$ is bare at time $t$. It was then bare at all earlier times, so any attempt lying wholly inside it would have succeeded. Hence there was no such attempt. Their left ends would fall in a stretch of length $x-1$, so that
\begin{equation}
E(x,t)\le e^{-(x-1)t}.
\label{bound}
\end{equation}
For $t>0$ this vanishes as $x\to\infty$, and every bare point belongs to a finite gap. A gap of length $y>x$ can hold the left end of the bare segment anywhere in a stretch of length $y-x$. Consequently
\begin{equation}
E(x,t)=\int_x^\infty(y-x)G(y,t)\,dy .
\label{Edef}
\end{equation}
Differentiation with respect to $x$ gives no boundary term the first time, because $y-x$ vanishes at $y=x$:
\begin{equation}
\frac{\partial E}{\partial x}=-\int_x^\infty G(y,t)\,dy,\qquad
\frac{\partial^2E}{\partial x^2}=G(x,t).
\label{Eder}
\end{equation}

Now take the time derivative of (\ref{Edef}) for $x\ge1$ and insert (\ref{gaplarge}). A prime denotes a derivative with respect to the length. The loss term contains
\begin{align}
I_1&=\int_x^\infty(y-x)(y-1)E''(y,t)\,dy\nonumber\\
&=-\int_x^\infty(2y-x-1)E'(y,t)\,dy\nonumber\\
&=(x-1)E(x,t)+2\int_x^\infty E(y,t)\,dy .
\label{loss}
\end{align}
The first integration by parts has no lower boundary term because $y-x=0$ there. In the second, $2y-x-1$ equals $x-1$ at $y=x$. The upper terms vanish by (\ref{bound}). This also covers $E'$: since $E$ is convex and decreasing, $-E'(y)\le E(y-1)-E(y)\le E(y-1)$.

By (\ref{Eder}) the inner integral of the gain term is $-E'(y+1,t)$, and one integration by parts gives
\begin{equation}
I_2=-2\int_x^\infty(y-x)E'(y+1,t)\,dy
=2\int_{x+1}^\infty E(y,t)\,dy .
\label{gain}
\end{equation}
Since $\partial E/\partial t=-I_1+I_2$,
\begin{equation}
\frac{\partial E}{\partial t}=-(x-1)E(x,t)-2\int_x^{x+1}E(y,t)\,dy,
\qquad x\ge1 .
\label{Eeq}
\end{equation}
The first term counts rods that land wholly inside the segment. The second counts rods that stick out at one of its two ends. A rod protruding by $y-x$ needs a bare stretch of length $y$.

\subsection{Solution and coverage}

The bound (\ref{bound}) suggests separating the probability that no attempt fell inside the segment:
\begin{equation}
E(x,t)=\varphi(t)e^{-(x-1)t},\qquad \varphi(0)=1 .
\label{ansatz}
\end{equation}
Its time derivative is $\varphi'e^{-(x-1)t}-(x-1)E$, and
\begin{equation}
\int_x^{x+1}\varphi e^{-(y-1)t}\,dy
=\varphi e^{-(x-1)t}\,\frac{1-e^{-t}}{t}.
\end{equation}
In (\ref{Eeq}) the terms with $x-1$ cancel and the common exponential drops out. What remains does not depend on $x$:
\begin{equation}
\varphi'(t)=-2\,\frac{1-e^{-t}}{t}\,\varphi(t),\qquad
\varphi(t)=\exp\left[-2\int_0^t\frac{1-e^{-u}}{u}\,du\right].
\label{phi}
\end{equation}

No other bounded solution has the same initial value. Let $D$ be the difference of two of them. Multiplying its equation by $e^{(x-1)t}$ and integrating in time gives
\begin{equation}
D(x,t)=-2\int_0^t e^{-(x-1)(t-s)}\int_x^{x+1}D(y,s)\,dy\,ds .
\end{equation}
Let $m(t)$ be the largest value (supremum) of $|D|$ over all $x\ge1$ and all times up to $t$. Then $m(t)\le2\int_0^t m(s)\,ds$. If $m\le B$ on the time interval considered, repeated insertion gives $m(t)\le B(2t)^n/n!$ for every $n$, hence $m=0$. A probability is bounded, so (\ref{ansatz}) is the required solution.

Each success covers one unit of length. The success rate per unit length is the total room for left ends,
\begin{equation}
\frac{d\theta}{dt}=\int_1^\infty(x-1)G(x,t)\,dx=E(1,t)=\varphi(t),
\qquad
\theta(t)=\int_0^t\varphi(s)\,ds .
\label{theta}
\end{equation}
Letting $t\to\infty$ gives (\ref{result}). At early times $(1-e^{-u})/u=1+O(u)$, so $\varphi=1-2t+O(t^2)$ and $\theta=t-t^2+O(t^3)$. Thus $\varphi\approx1-2\theta$: an isolated rod of length one forbids left ends over a length of two. Later the forbidden stretches overlap.

\subsection{The slow end of the process}

Let $\gamma=\lim_{n\to\infty}(\sum_{j=1}^n1/j-\ln n)$ be Euler's constant. The sum equals $\int_0^1(1-w^n)/(1-w)\,dw$. With $w=1-u/n$, the bracket becomes
\begin{equation}
\int_0^1\frac{1-(1-u/n)^n}{u}\,du-\int_1^n\frac{(1-u/n)^n}{u}\,du .
\end{equation}
The first integrand lies between $0$ and $1$, and the second is at most $e^{-u}/u$, so the limit may be taken inside both integrals:
\begin{equation}
\gamma=\int_0^1\frac{1-e^{-u}}{u}\,du-\int_1^\infty\frac{e^{-u}}{u}\,du .
\end{equation}
With $E_1(t)=\int_t^\infty e^{-u}/u\,du$ it follows that
\begin{equation}
\int_0^t\frac{1-e^{-u}}{u}\,du=\ln t+\gamma+E_1(t),\qquad
\varphi(t)=\frac{e^{-2\gamma}}{t^2}e^{-2E_1(t)} .
\label{closed}
\end{equation}
Indeed, both sides of the first relation have the derivative $(1-e^{-t})/t$, and they agree at $t=1$.

Integrating $\varphi$ from $t$ to infinity gives
\begin{equation}
\theta_\infty-\theta(t)\simeq\frac{e^{-2\gamma}}{t},
\qquad e^{-2\gamma}=0.3152 .
\label{tail}
\end{equation}
Since $0\le1-e^{-2E_1(s)}\le2E_1(t)\le2e^{-t}/t$ for $s\ge t$, the error relative to the right-hand side is at most $2e^{-t}/t$.

The gap density explains this slow law. From (\ref{Eder}) and (\ref{ansatz}), $G=t^2\varphi e^{-(x-1)t}$ for $x>1$. Gaps that can still accept a rod exceed its length by an exponentially distributed amount with mean $1/t$. Their number per unit length is $t\varphi$, approximately $e^{-2\gamma}/t$. Each will take exactly one more rod when its length is below two, which late in the process is nearly always so. This number is therefore the missing coverage (\ref{tail}) to leading order. The remaining targets become ever narrower, and each waits ever longer for a hit.

\section{Second derivation, example and comparison}

Lengths are in units of the rod length $\sigma$, and $t=k\sigma\tau$, where $k$ is the attempt rate per unit length and $\tau$ the physical time. The first half gave the success probability $\varphi(t)=\exp[-2\int_0^t(1-e^{-u})/u\,du]$, the coverage $\theta(t)=\int_0^t\varphi\,ds$ and its limit $\theta_\infty$. Three properties are used again:
\begin{equation}
\varphi'=-\frac{2(1-e^{-t})}{t}\varphi,\qquad
\lim_{t\to\infty}t^2\varphi=e^{-2\gamma},\qquad
\theta_\infty-\theta(t)\simeq\frac{e^{-2\gamma}}{t},
\label{recall}
\end{equation}
with Euler's constant $\gamma$.

\subsection{Splitting a finite interval}

The second derivation has no clock. Let $M(L)$ be the mean number of rods present when an interval of length $L$ has jammed, all rods lying wholly inside it. For $L<1$ no rod fits and $M=0$.

For $L>1$ the left end of the first rod is uniformly distributed over a stretch of length $L-1$. If it lies at $u$, the rod leaves intervals of lengths $u$ and $L-1-u$. Later attempts in one do not affect the other, and each fills like a new interval of its own length. Averaging over $u$, and noting that both fragments contribute equally, gives
\begin{equation}
M(L)=1+\frac{2}{L-1}\int_0^{L-1}M(u)\,du .
\label{recursion}
\end{equation}
For $1<L<2$ the integral vanishes and $M=1$, as it must; set $M(1)=1$. Rods cannot occupy more than the available length, so $0\le M(L)\le L$.

Put $L=y+1$ and multiply by $y$:
\begin{equation}
yM(y+1)=y+2\int_0^yM(u)\,du .
\label{shifted}
\end{equation}
Define the Laplace transform $\mu(s)=\int_0^\infty M(y+1)e^{-sy}\,dy$ for $s>0$. The left side of (\ref{shifted}) transforms into $-\mu'(s)$, and $y$ into $1/s^2$. Because $M$ vanishes below one,
\begin{equation}
\int_0^\infty M(y)e^{-sy}\,dy=e^{-s}\mu(s).
\end{equation}
The integral from $0$ to $y$ adds a factor $1/s$. Hence
\begin{equation}
\mu'(s)+\frac{2e^{-s}}{s}\mu(s)=-\frac1{s^2}.
\label{laplace}
\end{equation}
The integrating factor is $s^2\varphi(s)$, with the function $\varphi$ of the first derivation, since (\ref{recall}) gives
\begin{equation}
\frac{d}{ds}(s^2\varphi)=2s\varphi-2s(1-e^{-s})\varphi
=\frac{2e^{-s}}{s}\,s^2\varphi .
\label{factor}
\end{equation}
Multiplication of (\ref{laplace}) by $s^2\varphi$ therefore yields $(s^2\varphi\mu)'=-\varphi$. From $M(y+1)\le y+1$ follows $\mu\le1/s+1/s^2$, while $s^2\varphi$ stays finite as $s\to\infty$. The product vanishes in that limit, and integration from $s$ to infinity gives
\begin{equation}
\mu(s)=\frac{1}{s^2\varphi(s)}\int_s^\infty\varphi(v)\,dv,
\qquad
\lim_{s\to0}s^2\mu(s)=\int_0^\infty\varphi(v)\,dv=\theta_\infty .
\label{mu}
\end{equation}

\subsection{Why the transform gives the bulk coverage}

If $M(L)$ grows as $cL$, then $\mu$ behaves as $c/s^2$ at small $s$, and (\ref{mu}) identifies $c$ with $\theta_\infty$. It must still be shown that $M(L)/L$ has a limit. A transform alone could hide a persistent oscillation.

Write (\ref{recursion}) for $L+1$ and for $L$, with $L\ge1$, multiply by $L$ and $L-1$ respectively, and subtract:
\begin{equation}
LM(L+1)=(L-1)M(L)+1+2\int_{L-1}^{L}M(u)\,du .
\end{equation}
For $F=M+1$ the constants cancel. The left side supplies $-L$, and the right side supplies $-(L-1)+1-2=-L$. Thus
\begin{equation}
LF(L+1)=(L-1)F(L)+2\int_{L-1}^{L}F(u)\,du .
\label{positive}
\end{equation}
All coefficients are non-negative. The function $F=c(L+1)$ satisfies this equation for any constant $c$, because
\begin{equation}
(L-1)(L+1)+2\left(L+\tfrac12\right)=L(L+2).
\end{equation}
Suppose that $c_-(u+1)\le F(u)\le c_+(u+1)$ on a window $a\le u\le a+2$, with $a\ge1$. By (\ref{positive}) the same bounds hold up to $a+3$, since the value at any new point is built from values one to two units below it. Repetition extends them to all $u\ge a$.

The window also becomes narrow in relative terms. Differentiating (\ref{recursion}) at $L=y+1$ gives
\begin{equation}
\frac{dM(y+1)}{dy}=\frac{2M(y)}{y}-\frac{2}{y^2}\int_0^yM(u)\,du ,
\end{equation}
apart from a kink at $y=1$. As $0\le M(u)\le u$, the first term lies between $0$ and $2$ and the subtracted one between $0$ and $1$. The slope of $M$ therefore has magnitude at most $2$, and $F$ changes by at most $4$ across the window. For two points $L,L'$ in it,
\begin{align}
\left|\frac{F(L)}{L+1}-\frac{F(L')}{L'+1}\right|
&\le\frac{|F(L)-F(L')|}{L+1}
+\frac{F(L')\,|L-L'|}{(L+1)(L'+1)}\nonumber\\
&\le\frac{4}{a+1}+\frac{2}{a+1}=\frac{6}{a+1},
\end{align}
where $F(L')\le L'+1$ was used. Choose $c_-$ and $c_+$ as the smallest and largest ratios in the window. They bound the ratio at all larger lengths, and their difference tends to zero. Hence $F(L)/(L+1)$ has a limit $c$. Taking $L=a$ also gives $|F(L)-c(L+1)|\le6$, so
\begin{equation}
M(L)=cL+O(1),\qquad s^2\mu(s)=c+O(s).
\end{equation}
With (\ref{mu}), $c=\theta_\infty$, which completes the second derivation.

Solving (\ref{recursion}) on a grid of step $10^{-3}$ with the trapezoidal rule gives $M(12)-M(11)=0.74759791$. The time integral gives $0.74759792$. The difference in the last digit is grid error: it falls to about $10^{-10}$ when the step is $10^{-4}$. The bound just proved does not predict agreement this close at $L=12$; it is a numerical finding.

\subsection{What the jammed line looks like}

The coverage does not reveal how the bare quarter is distributed, but the gap equation does. For $x<1$ gaps are created and never destroyed. Their creation rate contains $\int_{x+1}^\infty s^2\varphi(s)e^{-(y-1)s}\,dy=s\varphi(s)e^{-xs}$, so that
\begin{equation}
G(x,\infty)=2\int_0^\infty s\varphi(s)e^{-xs}\,ds,\qquad0<x<1 .
\label{jammedgap}
\end{equation}
At $x=1$ the integrand $2s\varphi e^{-s}$ is the derivative (\ref{factor}) of $s^2\varphi$, so the density there is $e^{-2\gamma}=0.3152$. For $s\gg1$ the integrand behaves as $2e^{-2\gamma}e^{-xs}/s$, and the exponential cuts the integral off at $s$ of order $1/x$. As $x\to0$ the density therefore grows as $-2e^{-2\gamma}\ln x$: near-contacts are favoured, but the divergence is integrable. The computed density is $0.565$ at $x=0.5$ and $2.785$ at $x=0.01$.

\subsection{A dose of finite length}

Take the round model parameters $\sigma=0.5\,\mathrm{nm}$ and $k=40\,\mathrm{nm^{-1}s^{-1}}$. Then $k\sigma=20\,\mathrm{s^{-1}}$. The jammed rod density is
\begin{equation}
\frac{\theta_\infty}{\sigma}=\frac{0.7476}{0.5\,\mathrm{nm}}
=1.495\,\mathrm{nm^{-1}},
\end{equation}
against $2\,\mathrm{nm^{-1}}$ for close packing. There is one gap per rod, so the mean gap is $(1-\theta_\infty)/\theta_\infty=0.2524/0.7476=0.338$ rod lengths, or $0.169\,\mathrm{nm}$.

Pulses of $0.05$, $0.5$ and $5\,\mathrm{s}$ correspond to $t=1$, $10$ and $100$. They give coverages of $0.471$, $0.716$ and $0.744$, which are $63.1\%$, $95.8\%$ and $99.6\%$ of saturation. The last tenfold increase in exposure adds only $0.028$ to the coverage.

A Langmuir law with the same initial rate and the same final coverage reads $d\theta_{\rm L}/dt=1-\theta_{\rm L}/\theta_\infty$. It reaches the fraction $p$ of saturation at $t_{\rm L}=-\theta_\infty\ln(1-p)$. For $p=0.99$ this is $0.7476\times4.605=3.443$, or $0.172\,\mathrm{s}$. For the rods, (\ref{recall}) gives
\begin{equation}
t\simeq\frac{e^{-2\gamma}}{0.01\,\theta_\infty}
=\frac{0.31524}{0.0074760}=42.17,
\end{equation}
or $2.11\,\mathrm{s}$, which is $12.2$ times as long. At $90\%$ the ratio is $2.4$. In this model an uptake curve that looks flat may still lie measurably below saturation. The size of the effect depends on the continuum assumption. At $t=42$ the open gaps exceed a rod by about $\sigma/42=0.012\,\mathrm{nm}$, far less than the spacing of binding sites on a real surface. On a row with $n$ discrete sites per rod length the targets cannot become arbitrarily narrow, and for $t$ well above $n$ the approach to saturation is exponential. For $n=2$, $5$ and $10$ the final coverage is $0.865$, $0.792$ and $0.770$, and the exposure for $99\%$ of saturation is only about $1.7$, $3$ and $5$ times the Langmuir value.

A simulation on a ring of $100\,000$ rod lengths, with random attempts and rejected overlaps, tests the kinetics without using the gap equation. It gives coverages of $0.5931$ at $t=2$ and $0.7166$ at $t=10$, where the formula gives $0.5935$ and $0.7161$. The mean excess length of the open gaps at $t=10$ is $0.100$, as the law $1/t$ requires. Further values are in the numerical output below.

\subsection{What each derivation assumes}

Both derivations need equal rods, uniform attempts, permanent immobile adsorption, and the fact that a rod on a line separates what lies to its left from what lies to its right. They use these assumptions differently.

The gap equation treats an infinite, statistically uniform line and needs a law for the arrival times. In return it gives the coverage at every time and the gap distribution. If $k$ varies with time but not with position, $t$ is replaced by $\sigma\int k\,d\tau$. The kinetics then change on the physical clock, but the jamming coverage does not, provided that this integral grows without limit.

The interval argument needs only the order of successful arrivals and their uniform distribution over the room available in each interval. It contains no rates and therefore cannot give the duration of a dose. It does describe a finite row with impenetrable ends, but the bulk coverage emerges only after the limit $L\to\infty$ has been shown to exist. The gap equation avoids that limit by starting from the infinite line, at the price of an initial state with no finite gaps.

The same $\varphi$ appears in both, but its argument has different meanings. In the first derivation it is the accumulated exposure $t$, which multiplies a length in $e^{-(x-1)t}$. In the second it is the Laplace variable $s$, which multiplies a length in $e^{-sy}$ and has no temporal meaning.

The result fails when the shared assumptions fail. If rods can slide, two gaps whose lengths add up to more than one can merge and admit another rod, so $0.7476$ is no longer a final coverage. If binding sites are spaced exactly one rod length apart, every site can fill and the coverage reaches one. On a real surface, molecular shape, rotation and two-dimensional packing also matter. The number $0.7476$, the $1/t$ tail and the factor $12.2$ belong to the continuous line; they are not predictions for the growth per cycle or the dose time of a particular deposition process.

\section*{Computed results}
\begin{verbatim}
jammed coverage, time integral: 0.74759792
jammed coverage, finite-interval slope: 0.74759791
uncovered fraction at jamming: 0.252402
ring length in simulation: 100000 rod lengths
simulated jammed coverage: 0.7479
coverage at t=2, formula: 0.5935
coverage at t=2, simulation: 0.5931
coverage at t=10, formula: 0.7161
coverage at t=10, simulation: 0.7166
success probability phi at t=2: 0.07147
success probability phi at t=10: 0.003152
mean excess of open gaps, t=10, simulation: 0.1000 rod lengths
tail coefficient exp(-2 gamma): 0.315237
t*(theta_jam-theta) at t=10: 0.315236
integral of jammed gap density: 0.747598
first moment of jammed gap density: 0.252402
jammed gap density at x=0.01: 2.7850
jammed gap density at x=0.1: 1.3850
jammed gap density at x=0.5: 0.5647
jammed gap density at x=0.999999: 0.3152
rod length: 0.50 nm
attempt rate: 40.0 per nm per s
dimensionless time per second: 20.0 1/s
close-packed rod density: 2.0000 per nm
jammed rod density: 1.4952 per nm
mean jammed gap: 0.3376 rod lengths
mean jammed gap: 0.1688 nm
pulse 0.05 s: t=1, coverage 0.4714, fraction of saturation 0.6306
pulse 0.5 s: t=10, coverage 0.7161, fraction of saturation 0.9578
pulse 5 s: t=100, coverage 0.7444, fraction of saturation 0.9958
90% of saturation, rods: t=4.213, 0.2107 s
90% of saturation, Langmuir: t=1.721, 0.0861 s
90% exposure ratio rods/Langmuir: 2.45
99% of saturation, rods: t=42.167, 2.1083 s
99% of saturation, Langmuir: t=3.443, 0.1721 s
99% exposure ratio rods/Langmuir: 12.25
\end{verbatim}
